# Lower Enthalpy Envelope of Hafnia Polymorphs from Birch-Murnaghan Parameters

Phonons, defects and switching paths are expensive to compute, so one must decide which hafnia polymorphs deserve them, and at which pressures. A phase dropped by mistake is not seen again, and a phase kept needlessly costs computer time. The decision starts from the lowest enthalpy at each pressure, and the input here is a short table of equation-of-state parameters.

The table below is used throughout. Its entries are round model values, of the rough size that density-functional calculations give for hafnia; they are neither measured nor computed here. Energies and volumes are per HfO$_2$ unit, and all phases share one energy zero.

| phase | $E_0$ (eV) | $V_0$ (Å$^3$) | $B_0$ (GPa) | $B_0'$ |
|---|---|---|---|---|
| P2$_1$/c | 0.00 | 34.6 | 190 | 4.5 |
| Pbca | 0.04 | 33.4 | 220 | 4.2 |
| Pca2$_1$ | 0.08 | 33.5 | 215 | 4.3 |
| P4$_2$/nmc | 0.16 | 33.0 | 210 | 4.8 |
| Fm-3m | 0.25 | 32.4 | 260 | 4.3 |
| Pnma | 0.36 | 30.4 | 250 | 4.4 |

Pca2$_1$ is the polar phase, the one that matters for ferroelectric memory. The pressure window is 0 to 40 GPa, the stress is hydrostatic, and the lattice is static: vibrations are left out until their size is estimated below.

## From the parameters to an enthalpy

With the Eulerian strain $f=\tfrac12[(V_0/V)^{2/3}-1]$, positive in compression, the third-order Birch-Murnaghan energy is

$$E=E_0+\tfrac92V_0B_0f^2\,[1+(B_0'-4)f].$$

Pressure is $P=-dE/dV$. From $V=V_0(1+2f)^{-3/2}$ we have $dV/df=-3V_0(1+2f)^{-5/2}$, while $dE/df=9V_0B_0f[1+\tfrac32(B_0'-4)f]$. Dividing,

$$P=3B_0f(1+2f)^{5/2}\,[1+\tfrac32(B_0'-4)f].$$

To find the volume at a given pressure, this relation must be inverted, which requires $P$ to rise with $f$. The bulk modulus tells us where it does. Since $V/(dV/df)=-(1+2f)/3$,

$$B=-V\frac{dP}{dV}=\frac{1+2f}{3}\frac{dP}{df}.$$

Write $a=\tfrac32(B_0'-4)$. The product rule gives

$$\frac{dP}{df}=3B_0(1+2f)^{3/2}\,[(1+2af)(1+2f)+5f(1+af)],$$

and the bracket expands to $1+(7+2a)f+9af^2$. Hence

$$B=B_0(1+2f)^{5/2}\left[1+(3B_0'-5)f+\tfrac{27}{2}(B_0'-4)f^2\right].$$

For $B_0'\ge4$ no coefficient is negative and the bracket is at least 1, so the inversion is unique for all $f\ge0$. This covers the whole table. For $B_0'<4$ the bracket reaches zero at a finite strain. The usable branch ends there, and a window that extends beyond it must be refused.

On the stable branch define $H(P)=E(V)+PV$, with $V=V(P)$. Then

$$\frac{dH}{dP}=V+\left(\frac{dE}{dV}+P\right)\frac{dV}{dP}=V,\qquad \frac{d^2H}{dP^2}=-\frac VB<0,$$

because the bracket in the first equation vanishes. Each enthalpy is therefore a rising, concave curve whose slope is the volume. The ground state is $G(P)=\min_iH_i(P)$.

## What goes wrong with straight lines

The quickest scheme replaces each curve by its tangent at zero pressure, $H\approx E_0+PV_0$. Two phases then cross at $P=-\Delta E/\Delta V$, where $\Delta$ means the value of the second phase minus that of the first, at $P=0$. For P2$_1$/c and Pbca this is $0.04/1.2=0.0333$ eV/Å$^3$. Since 1 eV/Å$^3$ is 160.2 GPa, the estimate is 5.34 GPa; the full curves cross at 5.71 GPa. For Pbca and Pnma the line gives 17.1 GPa and the full curves 18.6 GPa.

The next order shows where most of the error comes from. Near zero pressure $V\approx V_0-KP$ with $K=V_0/B_0$. Integrating $dH/dP=V$ gives $H\approx E_0+PV_0-\tfrac12KP^2$, so the crossing satisfies

$$\Delta E+P\,\Delta V-\tfrac12\Delta K\,P^2=0.$$

The root that goes over into the straight-line result as $\Delta K\to0$ is

$$P=\frac{2\Delta E}{-\Delta V+\sqrt{\Delta V^2+2\Delta K\,\Delta E}}.$$

For the first pair $K$ is 29.18 and 24.32 Å$^6$/eV, so $\Delta K=-4.85$ and $P=0.08/(1.2+1.026)=0.0359$ eV/Å$^3$, or 5.76 GPa. The low-pressure phase is the softer one. It shrinks more, its enthalpy rises less steeply than its tangent, and it survives longer. For the second pair the same formula gives 18.9 GPa. Both values now lie slightly too high, by 0.05 and 0.3 GPa, which is the effect of the higher orders.

A shifted pressure could be tolerated. The more serious fault is that two straight lines cross at most once, whereas two concave curves can cross twice. Take a soft phase with $(E_0,V_0,B_0,B_0')=(0,\,34.0,\,150,\,4)$ and a stiff one with $(0.003,\,33.6,\,250,\,4)$, in the units of the table. Here $\Delta K=21.53-36.32=-14.78$ Å$^6$/eV, and to second order

$$H_{\rm stiff}-H_{\rm soft}\approx0.003-0.4P+7.39P^2 .$$

This has two roots, at 1.4 and 7.2 GPa. With the full equations of state the stiff phase is stable from 1.43 to 8.55 GPa, and then the soft phase returns. The straight lines predict one transition at 1.2 GPa and no return.

The reason is general. Suppose phase $i$ is stable, loses to $j$, and is stable again later. Then $H_j-H_i$ is non-negative, negative and non-negative in turn, so it has a minimum in between, and there its slope $V_j-V_i$ is zero. Re-entrance thus requires the volume curves to cross. In the example they do so at 4.9 GPa. The output of the algorithm must accordingly be a list of pressure intervals, in which a phase may appear more than once.

## What goes wrong with a grid

The next idea is to compute the full enthalpies on a pressure grid and take the lowest at each point. This fails when a phase is stable between neighbouring points. Looking for sign changes of $H_j-H_i$ between grid points does not cure it: the soft-stiff pair has the same sign at 0 and at 40 GPa, with two crossings between.

A finer grid makes the fault rarer without giving a guarantee. What is needed is a statement about all pressures in an interval, drawn from values at its ends. The fact that volumes fall with pressure supplies one.

## A floor under the enthalpy difference

Let $i$ be the current phase, $j$ a rival, and $D(P)=H_j-H_i$, so that $D'=V_j-V_i$. On an interval $[a,b]$ each volume lies between its end values. The slope therefore obeys $l\le D'\le h$ with

$$l=V_j(b)-V_i(a),\qquad h=V_j(a)-V_i(b).$$

If $l\ge0$, $D$ does not fall and its minimum is $D(a)$. If $h\le0$, its minimum is $D(b)$. In the remaining case $l<0<h$, integrating the slope bounds from either end gives

$$D(P)\ge D(a)+l(P-a),\qquad D(P)\ge D(b)-h(b-P).$$

The first line falls and the second rises, so the larger of the two is lowest where they meet. With $L=b-a$, equating them gives

$$P-a=\frac{D(a)-D(b)+hL}{h-l}.$$

This point lies inside the interval because $lL\le D(b)-D(a)\le hL$. Inserting it in the first line and collecting terms yields the floor

$$D_{\rm floor}=\frac{h\,D(a)-l\,D(b)+l\,h\,L}{h-l}.$$

The floor is useful only if it tightens quickly. Its first two terms are a weighted average of the end values, with positive weights that sum to one. It therefore lies below the smaller end value by at most

$$\frac{|l|\,h}{h+|l|}L\le\frac{h+|l|}{4}L,$$

where the inequality is $(h-|l|)^2\ge0$ rearranged. Moreover

$$h-l=[V_i(a)-V_i(b)]+[V_j(a)-V_j(b)],$$

the sum of two compressions. If $V_i/B_i+V_j/B_j\le\kappa$ on the interval, this sum is at most $\kappa L$, and the deficit is at most $\kappa L^2/4$. Halving an interval cuts this bound by four.

For P2$_1$/c and Pbca, $\kappa\approx29.2+24.3=53.5$ Å$^6$/eV. A deficit of $\varepsilon=10^{-9}$ eV corresponds to $L=2\sqrt{\varepsilon/\kappa}\approx8.6\times10^{-6}$ eV/Å$^3$, or 0.0014 GPa. Some 15 halvings of the 40 GPa window reach that width, and in the search for crossings they are needed only where two curves nearly touch. The margin search below needs them at any interior minimum of $D$, however large the gap.

## The algorithm

The first pressure at which $j$ undercuts $i$ is found by a recursive search on $[a,b]$:

1. Compute $D(a)$, $D(b)$, $l$, $h$ and the floor. If $l\ge0$, or if the floor lies above $-\varepsilon$, report no crossing.
2. Otherwise, if $h\le0$, $D$ falls throughout and ends below zero. Return its root, found by Brent's bracketing method, or $a$ itself if $D(a)\le0$ already.
3. Otherwise bisect. Search the left half first, and the right half only if the left gives nothing. At a width of $10^{-9}$ eV/Å$^3$ stop, and return $b$ if $D(b)<0$.

The envelope is then built by marching upward:

1. At the lowest pressure choose the phase of least enthalpy.
2. Search for the first crossing with every rival, from the present pressure to the end of the window.
3. If there is none, close the last interval and finish. Otherwise move to the earliest crossing, record the interval, make the rival current, and repeat from step 2.

If several phases tie, the one with the smallest volume is taken: just above the tie $H$ grows as $V\,\delta P$, so the smallest slope wins. For the same reason the volume drops at every transition where the curves cross at an angle. Repeated copies of one parameter set should be removed beforehand.

Apart from rounding, no rival dips below the current phase by more than $\varepsilon$ without being noticed. Phases absent from the final list are discarded. That verdict refers to the window and to the phases supplied. If Pbca had been left out of the table, the polar phase would enter the list: on the full curves P2$_1$/c loses to Pca2$_1$ at 13.4 GPa, before it would lose to Pnma at 15.1 GPa, and Pca2$_1$ is then stable up to 15.6 GPa. The full set has neither transition.

## The hafnia sequence

For the six phases the result is

- P2$_1$/c from 0 to 5.71 GPa,
- Pbca from 5.71 to 18.55 GPa,
- Pnma from 18.55 GPa to the end of the window.

The volume falls from 33.64 to 32.59 Å$^3$ at the first transition (3.1 %) and from 31.07 to 28.50 Å$^3$ at the second (8.2 %). The march needed 112 inversions of $P(f)$, counting each phase and pressure once.

The decimals describe the model, not hafnia. If $E_0$ of the high-pressure phase $j$ is raised by a small $\delta$, the crossing condition becomes $\delta+(V_j-V_i)\,\delta P=0$, so

$$\delta P=\frac{\delta}{V_i-V_j}.$$

At the first transition 1 meV moves the pressure by $0.001/1.051$ eV/Å$^3$, or 0.15 GPa. An error of 20 meV in the Pbca energy is therefore serious. Repeating the construction with Pbca lowered by 20 meV puts the transitions at 2.8 and 19.8 GPa; with Pbca raised by 20 meV they lie at 8.9 and 17.3 GPa. The sequence survives in both cases.

## How firmly is a phase discarded?

A bare "never stable" hides whether a phase lost by 1 meV or by 100. The useful number is the margin

$$m_j=\min_P\,[H_j(P)-G(P)],$$

the amount by which $E_0$ of phase $j$ must fall before it touches the envelope. The same floor finds it: on each stable interval, bisect until the floor lies within $\varepsilon$ of the smaller end value, and keep the lowest value met.

The margins are 43 meV for Pca2$_1$, at 5.71 GPa, and 71 meV for P4$_2$/nmc and 118 meV for Fm-3m, both at 18.55 GPa. All three sit at transitions, where $G$ has a downward bend in its slope. For the polar phase the second-order expansion reproduces the number. Relative to Pbca, with $P=0.0357$ eV/Å$^3$ and $\Delta K=0.64$ Å$^6$/eV, the gap is $40+3.6-0.4=43.2$ meV.

The margin also shows what a grid would miss. Lower the polar phase by its margin plus $\delta=0.1$ meV. Near the transition its window has width

$$w\approx\delta\left(\frac1{V_i-V_k}+\frac1{V_k-V_j}\right),$$

with $i$, $k$, $j$ standing for P2$_1$/c, Pca2$_1$ and Pbca. To first order in pressure $V_k-V_j\approx0.1-0.0357\times0.64=0.077$ Å$^3$, which leaves $V_i-V_k\approx0.97$ Å$^3$. The two terms give 0.02 and 0.21 GPa. The full construction finds the polar phase stable from 5.70 to 5.91 GPa, and a grid of whole gigapascals has no point there.

## What the margin means for a memory film

A capacitor works near zero pressure, where the polar phase lies 80 meV above P2$_1$/c. An electric field $\mathcal E$ along the polarization lowers it by $\mathcal E p$, with $p$ the dipole per formula unit, held fixed here. For a rough polarization of 50 µC/cm$^2$, $p=0.5\times33.5\times10^{-30}$ C m, and 1 MV/cm gives 10.45 meV. Closing the gap takes $80/10.45=7.7$ MV/cm at zero pressure, and 4.1 MV/cm at 5.71 GPa. Breakdown of thin films is roughly 4 MV/cm, so in this model field alone does not make the polar phase the ground state at zero pressure. With the fixed dipole alone, half the polarization would double these fields. Induced polarization adds $\tfrac12\varepsilon_0\,\Delta\chi\,\mathcal E^2V_0$, which for a trial susceptibility difference $\Delta\chi=10$ is 1.6 meV at 4.1 MV/cm. If this term favours the polar phase, the closing fields fall to 7.2 MV/cm at zero pressure and 4.0 MV/cm at 5.71 GPa.

Bulk hafnia is monoclinic P2$_1$/c at ambient conditions, and ferroelectric films, typically about 10 nm thick and often doped, are generally assigned to Pca2$_1$. The model agrees with the first fact and does not explain the second. Real films break its assumption of a large, stress-free, undoped crystal, and a film may also be trapped in a phase that is not its ground state. Trial values show the size of three neglected effects:

- A surface-energy difference of 0.3 J/m$^2$ on a spherical grain of diameter $d=10$ nm, whose area-to-volume ratio is $6/d$, gives 38 meV.
- An in-plane stress of 2 GPa acting on a strain difference of 1 % in two directions gives 8 meV.
- Nine harmonic modes of 40 meV per formula unit, stiffened by 2 %, change the free energy by 5.5 meV at 300 K and 12.6 meV at 800 K. At the first transition 5.5 meV means 0.8 GPa.

Each sign depends on the material. If all three favoured the polar phase at 300 K and simply added, the gap would shrink from 80 to about 28 meV, and the closing field to about 2.7 MV/cm. The surface term is the largest for these values, and it falls as $1/d$.

For the decision at the start, a phase whose margin is smaller than the neglected energies should be kept. The three effects above add up to about 52 meV at 300 K. By that rule Pca2$_1$, with a margin of 43 meV at 5.71 GPa, stays in a study of the whole pressure window although the bulk envelope discards it. Near zero pressure its gap is 80 meV, more than this sum; in a study of films it is kept because films are observed to adopt it, not because the estimates make it stable. Fm-3m, at 118 meV, can be dropped for effects of the size estimated here, that is, for grains near 10 nm and temperatures up to about 800 K. With the same trial values the sum reaches 118 meV at a grain diameter of about 3.6 nm, and real hafnia turns tetragonal and then cubic on heating to much higher temperatures. P4$_2$/nmc, at 71 meV, lies above the sum, but not safely. An error of 20 meV in its energy would take up the whole difference, raising Pbca by 20 meV would lower its margin to 55 meV, and with the same surface-energy difference the sum itself reaches 71 meV at a grain diameter of about 6.5 nm. This phase should therefore be kept too. The envelope says nothing about barriers: a phase may persist outside its interval, and observed transition pressures may differ on loading and unloading.
